\section*{Steady Boron Flux Through a Gate Oxide with a Nitrided Layer}

\section{Result}

A gate dielectric consists of oxide of thickness $L_o$ and boron diffusivity $D_o$, and a nitrided layer of thickness $L_n$ and diffusivity $D_n$. Its gate-side and silicon-side faces are held at oxide-equivalent boron concentrations $C_1$ and $C_2$. The steady flux, positive towards the silicon, is
\begin{equation}
J=\frac{C_1-C_2}{R},\qquad
R=\frac{L_o}{D_o}+\frac{L_n}{K_nD_n}.
\label{eq:main}
\end{equation}
Here $K_n$ is the ratio of boron concentration in the nitrided layer to that in the oxide when the two are in equilibrium. The layer's resistance is its thickness over its diffusivity if $K_n=1$; otherwise the solubility ratio must be kept.

Equation~\eqref{eq:main} applies after the film has filled with boron. For an initially empty film with $C_2=0$, the amount transmitted per unit area at late times is $J(t-t_{\rm lag})$, with $t_{\rm lag}$ given by Eq.~\eqref{eq:lag}.

\section{Transport model}

Let $x$ run from the gate-side face, $x=0$, to the silicon-side face, $x=L=L_o+L_n$. The film is laterally uniform, and boron is dilute, so that $D(x)$ and the local solubility ratio $K(x)$ do not depend on its concentration $C(x,t)$. The oxide is the reference, with $K=1$. There is no reaction, net trapping or electric drift.

The chemical potential of the dilute boron is
\begin{equation}
\mu=\mu_0+k_BT\ln\frac{C}{K},
\end{equation}
where $\mu_0$ is constant through the film. Equal $\mu$ in two regions then means equal $C/K$, as the definition of $K$ requires. With mobility $D/(k_BT)$, the flux is
\begin{align}
J&=-\frac{DC}{k_BT}\frac{\partial\mu}{\partial x}
=-DC\,\frac{\partial}{\partial x}\ln\frac{C}{K}\nonumber\\
&=-D\frac{\partial C}{\partial x}
 +DC\,\frac{\partial\ln K}{\partial x}.
\label{eq:drift}
\end{align}
Define the oxide-equivalent concentration $u=C/K$. Since $C\,\partial_x\ln u=(C/u)\,\partial_xu=K\,\partial_xu$,
\begin{equation}
J=-KD\frac{\partial u}{\partial x}.
\label{eq:fick}
\end{equation}
At an interface in local equilibrium $u$ is continuous, whereas $C$ jumps by the ratio of the two $K$ values. The boundary values are $u(0)=C_1$ and $u(L)=C_2$. If the silicon-side face lies in the nitrided layer and the actual concentration there is $C_2^{(n)}$, the value to insert is $C_2=C_2^{(n)}/K_n$.

\section{Steady flux}

Conservation of boron reads $\partial C/\partial t=-\partial J/\partial x$. In steady state the left side vanishes, so $J$ has the same value at every $x$. Equation~\eqref{eq:fick} gives $du=-J\,dx/(KD)$, and integration across the film yields
\begin{equation}
C_2-C_1=-J\int_0^L\frac{dx}{KD}.
\end{equation}
Changing both signs,
\begin{equation}
J=\frac{C_1-C_2}{R},\qquad R=\int_0^L\frac{dx}{K(x)D(x)}.
\label{eq:integral}
\end{equation}
For two uniform layers the integral is the sum in Eq.~\eqref{eq:main}. Because it is a sum, the position of the nitrided layer does not affect $J$ at fixed $C_1$ and $C_2$.

With the nitrided layer on the silicon side, integrating only across the oxide gives the interface value
\begin{equation}
u_i=C_1-J\frac{L_o}{D_o}.
\label{eq:interface}
\end{equation}
The concentration is $u_i$ on the oxide side of the interface and $K_nu_i$ on the nitrided side.

Two limits show which layer controls the flux:
\begin{align}
\frac{L_n}{K_nD_n}\ll\frac{L_o}{D_o}:&\quad
J\simeq\frac{D_o}{L_o}(C_1-C_2),\\
\frac{L_n}{K_nD_n}\gg\frac{L_o}{D_o}:&\quad
J\simeq\frac{K_nD_n}{L_n}(C_1-C_2).
\end{align}
In the second limit most of the drop in $u$ lies across the nitrided layer. If that layer is on the silicon side and $C_1>C_2$, the oxide is nearly at the uniform concentration $C_1$. The steady flux depends on that layer through its permeance $K_nD_n/L_n$ alone. A measurement of the steady flux alone therefore does not separate $K_n$ from $D_n$, even when $L_n$ is known.

\section{Deposited and converted layers}

A nitrided layer deposited on an unchanged oxide adds $L_n/(K_nD_n)$ to the resistance. If instead oxide is converted at fixed total thickness $L$, the resistance $L_n/D_o$ of the lost oxide must be subtracted:
\begin{equation}
\Delta R=L_n\left(\frac{1}{K_nD_n}-\frac1{D_o}\right).
\label{eq:added}
\end{equation}
The flux reduction factor relative to plain oxide of thickness $L$ follows from $L_o=L-L_n$:
\begin{align}
F&=\frac{(L-L_n)/D_o+L_n/(K_nD_n)}{L/D_o}\nonumber\\
&=1+\frac{L_n}{L}\left(\frac{D_o}{K_nD_n}-1\right).
\label{eq:factor}
\end{align}
Conversion lowers the flux if $K_nD_n<D_o$. A low diffusivity is not sufficient by itself, because a high solubility can offset it.

The two layers have equal resistance when $L_n/(K_nD_n)=(L-L_n)/D_o$. Multiplying by $D_o$ and collecting $L_n$ gives
\begin{equation}
L_n^{\rm eq}=\frac{L}{1+D_o/(K_nD_n)}.
\label{eq:equal}
\end{equation}

\section{Worked example: steady state}

The following are round model parameters, not measured properties of a particular film: $L=3$ nm, $L_n=0.5$ nm on the silicon side, $D_o=10^{-15}\ {\rm cm^2\,s^{-1}}$, $D_n=D_o/50=2\times10^{-17}\ {\rm cm^2\,s^{-1}}$, $C_1=10^{20}\ {\rm cm^{-3}}$, $C_2=10^{19}\ {\rm cm^{-3}}$ and $K_n=1$. With $1\ {\rm nm}=10^{-7}$ cm,
\begin{align}
\frac{L_o}{D_o}&=\frac{2.5\times10^{-7}}{10^{-15}}
=2.5\times10^{8}\ {\rm s\,cm^{-1}},\\
\frac{L_n}{D_n}&=\frac{5\times10^{-8}}{2\times10^{-17}}
=2.5\times10^{9}\ {\rm s\,cm^{-1}}.
\end{align}
The total is $2.75\times10^9\ {\rm s\,cm^{-1}}$, so
\begin{equation}
J=\frac{9\times10^{19}}{2.75\times10^9}
=3.27\times10^{10}\ {\rm cm^{-2}\,s^{-1}}.
\end{equation}
Plain oxide of the same total thickness has $R=3.0\times10^8\ {\rm s\,cm^{-1}}$ and $J=3.0\times10^{11}\ {\rm cm^{-2}\,s^{-1}}$. The reduction factor is $F=1+(0.5/3)(50-1)=9.17$. Conversion has added $2.45\times10^9\ {\rm s\,cm^{-1}}$, slightly less than the full resistance of the nitrided layer.

From Eq.~\eqref{eq:interface}, the interface concentration is $9.18\times10^{19}\ {\rm cm^{-3}}$. The oxide thus takes 1/11 of the total drop and the nitrided layer 10/11, in proportion to their resistances. Equation~\eqref{eq:equal} gives $L_n^{\rm eq}=3/51=0.059$ nm. This is below an atomic spacing and does not describe a real continuous layer; it shows that, at this diffusivity ratio, the 0.5 nm layer is far into the regime it controls.

If the solubility ratio is $K_n=0.5$, with $C_1$ and $C_2$ still oxide-equivalent, the nitrided resistance doubles to $5.0\times10^9\ {\rm s\,cm^{-1}}$. The flux becomes $9\times10^{19}/(5.25\times10^9)=1.71\times10^{10}\ {\rm cm^{-2}\,s^{-1}}$. It falls by slightly less than half because the oxide resistance is unchanged.

\section{Graded composition}

For a gradual transition, Eq.~\eqref{eq:integral} replaces the two-layer sum. Take $K=1$, $\rho=D_o/D_n$ and
\begin{equation}
\frac1{D(x)}=\frac{\rho^{s(x)}}{D_o},\qquad
s(x)=\frac12\left[1+\tanh\frac{x-L_o}{\ell}\right].
\end{equation}
The midpoint stays at the former sharp interface. For $\ell=0.1$ nm the resistance is $2.35\times10^9\ {\rm s\,cm^{-1}}$, about 15\% below the sharp-layer value, and the flux rises to $3.84\times10^{10}\ {\rm cm^{-2}\,s^{-1}}$.

The sign of this change follows from pairing points at equal distances on either side of the midpoint. Their values of $s$ are $s$ and $1-s$, and together they contribute $\rho^s+\rho^{1-s}$ in units of $1/D_o$, compared with $1+\rho$ for a sharp interface. For $\rho>1$ and $0<s<1$,
\begin{equation}
1+\rho-\rho^s-\rho^{1-s}
=(\rho^s-1)(\rho^{1-s}-1)>0 .
\end{equation}
Grading removes more resistance from the nitrided side than it adds to the oxide side. The pairs cover the 0.5 nm on each side of the midpoint. In the unpaired oxide further away, $s$ is below $5\times10^{-5}$ and its effect is negligible here. The 15\% figure belongs to this profile; another interpolation of $D$ or another choice of midpoint requires its own integral.

\section{Approach to steady state}

\subsection{Time lag}

Suppose that the film is empty at $t=0$, with $u(0,t)=C_1$ and $u(L,t)=0$ afterwards. Since $C=Ku$, conservation gives
\begin{equation}
K\frac{\partial u}{\partial t}
=\frac{\partial}{\partial x}\left(KD\frac{\partial u}{\partial x}\right).
\label{eq:time}
\end{equation}
Let $w(x)$ be the fraction of the resistance between the gate side and $x$:
\begin{equation}
w(x)=\frac1R\int_0^x\frac{dx'}{KD},\qquad
KD\frac{dw}{dx}=\frac1R,
\end{equation}
so that $w(0)=0$ and $w(L)=1$. Multiply Eq.~\eqref{eq:time} by $w$ and integrate by parts. Interface terms cancel because $w$ and the flux are continuous:
\begin{align}
\frac{d}{dt}\int_0^LKuw\,dx
&=\left[wKD\frac{\partial u}{\partial x}\right]_0^L
-\int_0^LKD\frac{dw}{dx}\frac{\partial u}{\partial x}\,dx\nonumber\\
&=-J_L(t)-\frac{u(L,t)-u(0,t)}R\nonumber\\
&=-J_L(t)+\frac{C_1}{R}.
\end{align}
Here $J_L$ is the flux leaving at $x=L$. Integrating from the empty state gives the transmitted amount per unit area,
\begin{equation}
Q(t)=\int_0^tJ_L\,dt'=\frac{C_1t}{R}-\int_0^LKuw\,dx.
\label{eq:Q}
\end{equation}
At late times $u$ tends to the steady profile $C_1(1-w)$. With $J=C_1/R$, Eq.~\eqref{eq:Q} becomes
\begin{equation}
Q\to J(t-t_{\rm lag}),\qquad
t_{\rm lag}=R\int_0^LK\,w(1-w)\,dx.
\label{eq:lag}
\end{equation}

In uniform layer $i$, $w$ rises linearly from $p_i$ to $q_i=p_i+L_i/(K_iD_iR)$. Changing variable from $x$ to $w$, with $dx=L_i\,dw/(q_i-p_i)$, gives
\begin{align}
\int_i w(1-w)\,dx
&=\frac{L_i}{q_i-p_i}
\left[\frac{q_i^2-p_i^2}{2}-\frac{q_i^3-p_i^3}{3}\right]\nonumber\\
&=L_i\left[\frac{p_i+q_i}{2}
-\frac{p_i^2+p_iq_i+q_i^2}{3}\right].
\label{eq:layer}
\end{align}
Multiply each result by $K_i$, sum over layers, and multiply by $R$. For one uniform oxide layer, $p=0$, $q=1$ and $R=L/D_o$, which gives $t_{\rm lag}=L^2/(6D_o)$.

Reversing the stack replaces $w$ by $1-w$ at the mirrored position, so $t_{\rm lag}$ is unchanged. Moving the nitrided layer from a face to the middle is a different operation and can change it.

\subsection{Numbers for the example}

Plain oxide has $t_{\rm lag}=15$ s. For the nitrided film, $w$ reaches $1/11$ at the interface. Equation~\eqref{eq:layer} gives 0.1067 nm for the oxide and 0.0895 nm for the nitrided layer, hence
\begin{equation}
t_{\rm lag}=(2.75\times10^9)(1.96\times10^{-8})\ {\rm s}=54\ {\rm s}.
\end{equation}
With the nitrided layer in the middle, the oxide contribution falls to 0.055 nm and the nitrided one is 0.091 nm. The lag is then 40 s at the same steady flux. The difference comes mainly from the oxide: each half now lies within $1/22$ of an end of the resistance scale, where $w(1-w)$ is small.

For an anneal of 600 s with $C_2=0$, the steady flux is $10^{20}/(2.75\times10^9)=3.64\times10^{10}\ {\rm cm^{-2}\,s^{-1}}$, and
\begin{equation}
Q=3.64\times10^{10}(600-54)
=1.99\times10^{13}\ {\rm cm^{-2}}.
\end{equation}
Plain oxide transmits $1.95\times10^{14}\ {\rm cm^{-2}}$. The ratio of transmitted amounts, 9.8, exceeds the steady flux ratio because the nitrided film also starts later. These amounts assume that the silicon is a perfect sink. Boron building up in the silicon adds a resistance in series, which matters most for the plain oxide. For example, with a silicon diffusivity of $1000D_o$ and an equilibrium silicon-to-oxide concentration ratio of 0.3, plain oxide transmits $1.6\times10^{14}\ {\rm cm^{-2}}$, the nitrided film $1.94\times10^{13}\ {\rm cm^{-2}}$, and the ratio falls to 8.2.

At 10 s the flux leaving the nitrided film is about 0.09\% of its steady value, so Eq.~\eqref{eq:main} would overstate the flux at that moment about a thousandfold. At three time lags it has reached 99.1\%. For times comparable with or shorter than $t_{\rm lag}$, Eq.~\eqref{eq:time} should be solved directly; the late-time line for $Q$ is negative when $t<t_{\rm lag}$. The lag scales inversely with the diffusivities: if both were a hundred times smaller, it would be about 5400 s, and the film would still be far from steady state after 600 s.

\subsection{Nonzero silicon-side concentration}

If $u(L,t)=C_2$, the same integration by parts gives $(C_1-C_2)/R$ in place of $C_1/R$. The steady profile is $C_1(1-w)+C_2w$, and the net amount passing into the silicon tends to
\begin{equation}
Q\to Jt-\int_0^LKw\left[C_1(1-w)+C_2w\right]dx.
\end{equation}
The extra term in $C_2$ represents boron that enters the empty film from the silicon side. The offset in this case is not $Jt_{\rm lag}$.

\section{Conditions for use}

\paragraph{Lateral uniformity.} Suppose a fraction $\theta$ of the area is plain oxide of the same total thickness, in patches much wider than the film is thick. Lateral diffusion can then be neglected, and the fluxes add in parallel:
\begin{equation}
\bar J=(C_1-C_2)\left[\frac{\theta}{R_{\rm plain}}
+\frac{1-\theta}{R}\right].
\end{equation}
The patches carry half the flux when $\theta/(1-\theta)=R_{\rm plain}/R=1/F$, or $\theta=1/(1+F)$. In the example this is about 10\% of the area. Near a patch edge, boron also moves sideways through the oxide into the patch. For the example film each edge acts as about 0.6 nm of extra patch width, so the parallel sum understates the flux through a strip-shaped patch by about 13\% at 10 nm width and 4\% at 30 nm.

\paragraph{Trapping.} Immobile traps that have reached a steady occupation exchange no net boron with the mobile population. Equation~\eqref{eq:main} then holds with $C$, $D$ and $K$ referring to mobile boron. Filling the traps adds their concentration $C_t(x)$ to $Ku$ in Eq.~\eqref{eq:Q}, so Eq.~\eqref{eq:lag} no longer gives the full delay. The extra delay is $\int_0^L C_t\,w\,dx/J$, with $C_t$ the final trapped concentration. Because of the weight $w$, traps near the gate face delay the exit flux much less than traps near the silicon face.

\paragraph{Boundary values.} The faces must remain at fixed $C_1$ and $C_2$. If the gate is depleted or boron accumulates in the adjacent silicon, transport there must be solved together with transport in the film.

\paragraph{Very thin layers.} A layer a few atoms thick may have no well-defined bulk diffusivity. Its permeance can still enter Eq.~\eqref{eq:main} if the flux is proportional to the difference in $u$ across it. The time lag also depends on how much boron the layer stores and on how storage and resistance are distributed within it.

\section{Numerical tests}

Equation~\eqref{eq:drift} was integrated through smooth profiles of $D$ and $K$. Extrapolated to a sharp interface, the resistance agreed with Eq.~\eqref{eq:main} within a relative $10^{-4}$ for $K_n=1$ and $K_n=0.5$. A separate time-dependent model of jumps between sites, obeying detailed balance, was applied to plain, face-nitrided, reversed and middle-nitrided films, including $K_n=0.5$ at a face. Its late-time flux agreed with the resistance formula within a relative $10^{-5}$, and its time lag with Eq.~\eqref{eq:lag} within $2\times10^{-3}$, a tolerance that allows for the finite site spacing. The numerical output lists the parameters and main results of the worked example; the intermediate values follow from them by the formulas given.

\section*{Computed values}
\begin{verbatim}
total film thickness: 3.00 nm
nitrided layer thickness: 0.50 nm
remaining oxide thickness: 2.50 nm
oxide diffusivity: 1.00e-15 cm^2/s
nitrided diffusivity: 2.00e-17 cm^2/s
gate-side concentration: 1.00e+20 cm^-3
silicon-side concentration: 1.00e+19 cm^-3
resistance of remaining oxide: 2.500e+08 s/cm
resistance of nitrided layer: 2.500e+09 s/cm
total resistance, nitrided film: 2.750e+09 s/cm
resistance, plain oxide film: 3.000e+08 s/cm
net added, fixed total: 2.450e+09 s/cm
steady flux, nitrided film: 3.273e+10 cm^-2 s^-1
steady flux, plain oxide film: 3.000e+11 cm^-2 s^-1
flux reduction factor: 9.167 (no unit)
interface concentration, K=1: 9.182e+19 cm^-3
equal-resistance nitrided thickness: 0.0588 nm
lower solubility ratio K: 0.50 (no unit)
steady flux with lower K: 1.714e+10 cm^-2 s^-1
tanh width of graded transition: 0.10 nm
graded total resistance: 2.346e+09 s/cm
steady flux, graded layer: 3.836e+10 cm^-2 s^-1
time lag, plain oxide film: 15.00 s
time lag, nitrided layer at face: 53.98 s
time lag, nitrided layer in middle: 40.06 s
long anneal time: 600 s
boron passed, nitrided, C2=0: 1.986e+13 cm^-2
boron passed, plain oxide, C2=0: 1.950e+14 cm^-2
short anneal time: 10 s
exit/steady flux, short time, C2=0: 0.0009 (no unit)
exit/steady flux, 3 lags, C2=0: 0.9908 (no unit)
\end{verbatim}
